\section*{Counting independent doubles amplitudes in closed-shell coupled-cluster theory}

\section*{Question}

I am trying to count the unknowns in the doubles part of a closed-shell coupled-cluster calculation, with $o$ doubly occupied and $v$ virtual spatial orbitals. The amplitudes $t_{ij}^{ab}$ carry two occupied and two virtual labels, so my first answer was $o^2v^2$. The exercise says that I should find $ov(ov+1)/2$, and that this number splits into a ``singlet-pair'' set and a ``triplet-pair'' set.

Three things block me. First, I don't see which amplitudes are redundant, or how to be sure that no further redundancy is hidden among the rest. Second, the cluster operator is supposed to be a spin singlet, so what are triplets doing in it, and shouldn't each of them count three times? Third, if I work with spin orbitals and antisymmetrized amplitudes I get $\binom{2o}{2}\binom{2v}{2}$, which is far larger. Where do all the extra amplitudes go?

\section*{Answer}

The redundancy comes from the fact that two excitations can be performed in either order. The triplets are the spins of two \emph{parts} of the excited state, which are coupled to total spin zero. The extra spin-orbital amplitudes are either zero or fixed by the spatial ones.

\subsection*{Which amplitudes are redundant}

Let $i,j$ label occupied and $a,b$ virtual spatial orbitals, let $\sigma,\tau$ be spin labels ($\alpha$ or $\beta$), and let $|0\rangle$ be the closed-shell determinant. The doubles operator is
\begin{equation}
T_2=\tfrac12\sum_{ijab}t_{ij}^{ab}\,E_{ai}E_{bj},\qquad
E_{ai}=\sum_{\sigma}a^\dagger_{a\sigma}a_{i\sigma}.
\label{T2}
\end{equation}
A rotation of all spins mixes the spin labels with a unitary $2\times2$ matrix $U$: $a^\dagger_{a\sigma}\to\sum_{\sigma'}U_{\sigma'\sigma}a^\dagger_{a\sigma'}$ and $a_{i\sigma}\to\sum_{\sigma''}U^*_{\sigma''\sigma}a_{i\sigma''}$. In $E_{ai}$ the sum over $\sigma$ gives $\sum_\sigma U_{\sigma'\sigma}U^*_{\sigma''\sigma}=\delta_{\sigma'\sigma''}$, so $E_{ai}$ is unchanged, and $T_2|0\rangle$ has total spin zero, like $|0\rangle$.

In $E_{ai}E_{bj}$ every creation operator belongs to a virtual orbital and every annihilation operator to an occupied one. All of them anticommute with one another. Moving one creation--annihilation pair past another takes four interchanges, hence four minus signs, so
\begin{equation}
E_{ai}E_{bj}=E_{bj}E_{ai}.
\end{equation}
Now rename the summation labels in \eqref{T2} by $i\leftrightarrow j$, $a\leftrightarrow b$, use this commutation, and average the result with the original form:
\begin{equation}
T_2=\tfrac12\sum_{ijab}\tfrac12\left(t_{ij}^{ab}+t_{ji}^{ba}\right)E_{ai}E_{bj}.
\end{equation}
Any part of $t$ that changes sign under the simultaneous exchange drops out. We may therefore impose
\begin{equation}
t_{ij}^{ab}=t_{ji}^{ba}.
\label{pair}
\end{equation}
Notice that both columns are exchanged together. In general $t_{ij}^{ab}$ and $t_{ij}^{ba}$ are different numbers.

Treat $(ai)$ as one compound label with $ov$ values. Equation \eqref{pair} says that $t$ is a symmetric $ov\times ov$ matrix. It has $ov$ diagonal elements and $ov(ov-1)/2$ distinct off-diagonal ones:
\begin{equation}
N=ov+\frac{ov(ov-1)}{2}=\frac{ov(ov+1)}{2}.
\label{N}
\end{equation}
So far this is an upper bound, because the operators $E_{ai}E_{bj}$ might still be linearly dependent. The split into two sets will settle that.

\subsection*{Splitting the amplitudes}

Define
\begin{equation}
t^{\pm}{}_{ij}^{ab}=\tfrac12\left(t_{ij}^{ab}\pm t_{ij}^{ba}\right),
\qquad t_{ij}^{ab}=t^{+}{}_{ij}^{ab}+t^{-}{}_{ij}^{ab}.
\end{equation}
By construction $t^+$ is symmetric and $t^-$ antisymmetric in $ab$. Their behaviour in $ij$ follows from \eqref{pair}, which gives $t_{ji}^{ab}=t_{ij}^{ba}$ and $t_{ji}^{ba}=t_{ij}^{ab}$:
\begin{equation}
t^{\pm}{}_{ji}^{ab}=\tfrac12\left(t_{ji}^{ab}\pm t_{ji}^{ba}\right)
=\tfrac12\left(t_{ij}^{ba}\pm t_{ij}^{ab}\right)
=\pm\,t^{\pm}{}_{ij}^{ab}.
\end{equation}
Thus $t^+$ is symmetric in both pairs of labels and $t^-$ is antisymmetric in both. Conversely, any $t^+$ and $t^-$ with these symmetries add up to a $t$ that obeys \eqref{pair}, so they can be chosen freely.

A symmetric pair from $o$ orbitals can be chosen in $o(o+1)/2$ ways, and an antisymmetric pair, which needs $i\neq j$, in $o(o-1)/2$ ways. The same holds for the virtual orbitals. Hence
\begin{equation}
N_s=\frac{o(o+1)}{2}\,\frac{v(v+1)}{2},\qquad
N_t=\frac{o(o-1)}{2}\,\frac{v(v-1)}{2}.
\label{NsNt}
\end{equation}
Their sum agrees with \eqref{N}:
\begin{align}
N_s+N_t&=\frac{ov}{4}\left[(o+1)(v+1)+(o-1)(v-1)\right]\nonumber\\
&=\frac{ov}{4}\left[(ov+o+v+1)+(ov-o-v+1)\right]\nonumber\\
&=\frac{ov}{4}\,(2ov+2)=\frac{ov(ov+1)}{2}.
\end{align}

\subsection*{Why the sets are called singlet-pair and triplet-pair}

Since $t^\pm$ is multiplied by $\pm1$ when $a$ and $b$ are exchanged, it multiplies the combinations
\begin{equation}
P^{\pm}=E_{ai}E_{bj}\pm E_{bi}E_{aj}.
\end{equation}
To read off their spins, put the creation operators on the left. Moving $a^\dagger_{b\tau}$ past $a_{i\sigma}$ costs one sign:
\begin{equation}
E_{ai}E_{bj}=\sum_{\sigma\tau}a^\dagger_{a\sigma}a_{i\sigma}a^\dagger_{b\tau}a_{j\tau}
=-\sum_{\sigma\tau}a^\dagger_{a\sigma}a^\dagger_{b\tau}\,a_{i\sigma}a_{j\tau}.
\end{equation}
Exchange $a$ and $b$, then interchange the two creation operators, which costs another sign:
\begin{equation}
E_{bi}E_{aj}=-\sum_{\sigma\tau}a^\dagger_{b\sigma}a^\dagger_{a\tau}\,a_{i\sigma}a_{j\tau}
=+\sum_{\sigma\tau}a^\dagger_{a\tau}a^\dagger_{b\sigma}\,a_{i\sigma}a_{j\tau}.
\end{equation}
Together,
\begin{equation}
P^{\pm}=-\sum_{\sigma\tau}\left(a^\dagger_{a\sigma}a^\dagger_{b\tau}\mp a^\dagger_{a\tau}a^\dagger_{b\sigma}\right)a_{i\sigma}a_{j\tau}.
\label{P}
\end{equation}

For $P^+$ the bracket is antisymmetric in the spin labels $\sigma,\tau$. An antisymmetric combination of two spins one-half is a singlet, so the two electrons in the virtual orbitals have spin 0. For $P^-$ the bracket is symmetric in the spin labels, and the two electrons have spin 1. In the sum over $\sigma$ and $\tau$, a bracket of definite symmetry selects the part of $a_{i\sigma}a_{j\tau}$ with the same symmetry. The hole pair therefore has the same spin as the particle pair. The occupied shell started with spin 0, so the electrons left in it carry the spin of the hole pair.

In the triplet-pair set, then, a spin-1 hole pair and a spin-1 particle pair are coupled to total spin 0. Two spins of size 1 can be coupled to zero in one way, and that is why each triplet pair brings one amplitude and not three. The sum over spins in \eqref{P} contains all three components with fixed relative weights.

\subsection*{No redundancy is left}

Take $i\le j$ and $a\le b$, and consider the states $P^\pm|0\rangle$.

\begin{itemize}
\item States with different $(ij)$ or different $(ab)$ have different occupations of the spatial orbitals, so they are orthogonal.
\item For the same $(ij)$ and $(ab)$, $P^+|0\rangle$ and $P^-|0\rangle$ have different particle-pair spin, so they are orthogonal too.
\item None of the counted states vanishes. Look at the determinant $a^\dagger_{a\alpha}a_{i\alpha}a^\dagger_{b\beta}a_{j\beta}|0\rangle$. If $i\ne j$ and $a\neq b$, it occurs in $E_{ai}E_{bj}|0\rangle$ with coefficient 1. It does not occur in $E_{bi}E_{aj}|0\rangle$, where removing $i\alpha$ and $j\beta$ fills $b\alpha$ and $a\beta$ instead. Both $P^\pm|0\rangle$ are then nonzero. If $i=j$ or $a=b$, the two products in $P^\pm$ are equal, so $P^-=0$, as the count $N_t$ assumes, and $P^+=2E_{ai}E_{bj}$. In $P^+|0\rangle$ the determinant has coefficient 2, or 4 if both equalities hold, because the spin assignments $\alpha\beta$ and $\beta\alpha$ then give the same determinant with the same sign.
\end{itemize}

Nonzero, mutually orthogonal states are linearly independent. There are $N_s+N_t=ov(ov+1)/2$ of them, so the upper bound \eqref{N} is reached.

\subsection*{The same number from spin coupling}

One can also start from all doubly excited states and sort them by total spin. Write $H_s=o(o+1)/2$ and $H_t=o(o-1)/2$ for the numbers of singlet and triplet hole pairs, and $V_s=v(v+1)/2$ and $V_t=v(v-1)/2$ for the particle pairs. Coupling $0$ with $0$ gives total spin 0, coupling $0$ with $1$ gives 1, and coupling $1$ with $1$ gives 0, 1 and 2. The numbers of multiplets are
\begin{align}
\text{singlets:}&\quad H_sV_s+H_tV_t=N_s+N_t,\nonumber\\
\text{triplets:}&\quad H_sV_t+H_tV_s+H_tV_t,\nonumber\\
\text{quintets:}&\quad H_tV_t.
\end{align}
The number of doubly excited singlets equals the number of amplitudes, so the form \eqref{T2} leaves out no singlet double excitation.

Weighting the multiplets by their 1, 3 and 5 components must return the number of determinants:
\begin{align}
&(H_sV_s+H_tV_t)+3(H_sV_t+H_tV_s+H_tV_t)+5H_tV_t\nonumber\\
&\quad=H_sV_s+3H_sV_t+3H_tV_s+9H_tV_t
=(H_s+3H_t)(V_s+3V_t).
\end{align}
Here
\begin{equation}
H_s+3H_t=\frac{o^2+o+3o^2-3o}{2}=o(2o-1)=\binom{2o}{2},
\end{equation}
and likewise for $v$, so the product is your spin-orbital count.

For $o=2$, $v=3$ we have $H_s=3$, $H_t=1$, $V_s=6$, $V_t=3$. There are $18+3=21$ singlets, $9+6+3=18$ triplets and $3$ quintets. The number of determinants is $21+3\cdot18+5\cdot3=90$, which equals $\binom42\binom62=6\cdot15$.

\subsection*{Where the extra spin-orbital amplitudes go}

With capital letters for spin orbitals, the usual form is
\begin{equation}
T_2=\tfrac14\sum_{IJAB}t_{IJ}^{AB}\,a^\dagger_Aa_Ia^\dagger_Ba_J,
\label{so}
\end{equation}
with $t_{IJ}^{AB}$ antisymmetric in $IJ$ and in $AB$. Compare this with \eqref{T2}, one spin case at a time.

\emph{Spin-changing amplitudes.} Every $E_{ai}$ conserves the spin projection $M_S$. Amplitudes that change $M_S$ are zero.

\emph{Opposite spins.} In \eqref{T2} the terms $\sigma\tau=\alpha\beta$ and $\beta\alpha$ become equal after the relabelling $i\leftrightarrow j$, $a\leftrightarrow b$, by \eqref{pair}. They cancel the factor $\frac12$ and leave $\sum t_{ij}^{ab}\,a^\dagger_{a\alpha}a_{i\alpha}a^\dagger_{b\beta}a_{j\beta}$. In \eqref{so} each such term appears four times, from the two orders of $IJ$ and the two orders of $AB$, which cancels the $\frac14$. Therefore
\begin{equation}
t_{i\alpha\,j\beta}^{a\alpha\,b\beta}=t_{ij}^{ab}.
\end{equation}
These are your $o^2v^2$ amplitudes. Since $o^2v^2=2N-ov$, they contain every off-diagonal element of the symmetric matrix twice and every diagonal element once.

\emph{Equal spins.} Let $X_{ij}^{ab}=a^\dagger_{a\alpha}a_{i\alpha}a^\dagger_{b\alpha}a_{j\alpha}$. Exchanging the two creation operators gives $X_{ij}^{ba}=-X_{ij}^{ab}$, so
\begin{equation}
\tfrac12\sum_{ijab} t_{ij}^{ab}X_{ij}^{ab}=\tfrac14\sum_{ijab}\left(t_{ij}^{ab}-t_{ij}^{ba}\right)X_{ij}^{ab}.
\end{equation}
Comparison with \eqref{so} gives
\begin{equation}
t_{i\alpha\,j\alpha}^{a\alpha\,b\alpha}=t_{ij}^{ab}-t_{ij}^{ba}=2\,t^{-}{}_{ij}^{ab},
\label{same}
\end{equation}
and the same for $\beta\beta$. There are $N_t$ unique amplitudes of each kind, and they repeat the triplet-pair set.

The unique amplitudes that conserve $M_S$ thus number
\begin{equation}
N_{M}=o^2v^2+2N_t=\frac{ov}{2}\left[2ov+(o-1)(v-1)\right]=\frac{ov}{2}\,(3ov-o-v+1).
\end{equation}
Dividing this and the full count by $N$ gives
\begin{equation}
\frac{N_{M}}{N}=\frac{3ov-o-v+1}{ov+1},\qquad
\frac{\binom{2o}{2}\binom{2v}{2}}{N}=\frac{2(2o-1)(2v-1)}{ov+1}.
\end{equation}
When $o$ and $v$ are both large, the ratios approach 3 and 8. For $o=50$, $v=500$ they are 2.98 and 7.91. With one occupied orbital there are no triplet pairs, and the ratios become $2v/(v+1)$ and $2(2v-1)/(v+1)$, which approach 2 and 4 for large $v$.

\subsection*{Example: water}

Take water with O--H distances of 0.96~\AA\ and an angle of $104.5^\circ$, in the 6-31G basis. Ten electrons fill $o=5$ orbitals, and the 13 basis functions leave $v=8$ virtual ones. With all electrons correlated, $ov=40$ and
\begin{align}
N&=\tfrac12\cdot40\cdot41=820,\nonumber\\
N_s&=15\cdot36=540,\qquad N_t=10\cdot28=280,\nonumber\\
N_{M}&=1600+2\cdot280=2160,\nonumber\\
\tbinom{10}{2}\tbinom{16}{2}&=45\cdot120=5400.
\end{align}
The spin-orbital counts are larger than $N$ by factors of 2.63 and 6.59. Of the 5400 amplitudes, 3240 change $M_S$ and vanish. The other 2160 are built from 820 numbers. The spatial symmetry of the molecule has not been used; it forces some of the 820 to vanish as well.

To see the relations at work, I solved the spin-orbital equations of coupled cluster with singles and doubles (CCSD) iteratively, from a restricted Hartree--Fock determinant. Number the orbitals by increasing energy within each set and take $i=4$, $j=5$, $a=4$, $b=6$. The opposite-spin amplitudes are
\begin{equation}
t_{ij}^{ab}=t_{ji}^{ba}=-0.009513,\qquad t_{ij}^{ba}=-0.028103.
\end{equation}
The two components are
\begin{align}
t^{+}{}_{ij}^{ab}&=\tfrac12(-0.009513-0.028103)=-0.018808,\nonumber\\
t^{-}{}_{ij}^{ab}&=\tfrac12(-0.009513+0.028103)=0.009295.
\end{align}
The equal-spin amplitude from the same calculation is $0.018590=2\times0.009295$, as \eqref{same} requires. The values belong to this small basis and to CCSD, which omits connected triple and higher excitations. They are not converged in the basis: in 6-31G*, with the virtual orbitals of largest overlap with these two, the opposite-spin amplitudes move to about $-0.0101$ and $-0.0332$. The relations between them do not depend on either. The common sign of these amplitudes has no meaning: reversing the arbitrary sign of any one of the four orbitals reverses all of them.

\subsection*{When the count does not apply}

The argument needs a closed-shell reference, the same spatial orbitals for both spins, and a singlet $T_2$. In an unrestricted calculation the $\alpha$ and $\beta$ orbitals are allowed to differ. When they do, exchanging the spins no longer maps the problem onto itself, and in general \eqref{pair} cannot be imposed on the opposite-spin amplitudes. With $o_\alpha,o_\beta$ occupied and $v_\alpha,v_\beta$ virtual spin orbitals, the $M_S$-conserving amplitudes number
\begin{equation}
o_\alpha o_\beta v_\alpha v_\beta+\binom{o_\alpha}{2}\binom{v_\alpha}{2}+\binom{o_\beta}{2}\binom{v_\beta}{2}.
\end{equation}
For equal numbers of both spins this is $N_{M}$, so an unrestricted treatment of the water example would carry 2160 doubles unknowns in place of 820. If its $\alpha$ and $\beta$ orbitals turn out to coincide, the reference is the closed-shell determinant again, and, with the same orbital signs chosen for both spins, the singlet solution for those 2160 amplitudes obeys the relations of the example above.
